# Coulomb plus point dipole: noninteger angular momentum and the critical moment

An electron bound to a fixed point charge \(Z>0\) that also carries a point dipole \(D\) has hydrogen-like levels with a noninteger angular momentum \(\lambda\). In atomic units, with the \(z\) axis along the dipole,

\[
H=-\tfrac12\nabla^2-\frac Zr-\frac{D\cos\theta}{r^2},\qquad
E=-\frac{Z^2}{2(n-\mu_{jm})^2},\qquad \mu_{jm}=j-\lambda_{jm}.
\]

Here \(n=j+1,j+2,\dots\), and \(\lambda(\lambda+1)=A_{jm}\) is an eigenvalue of \(\Lambda=L^2-2D\cos\theta\). The label \(j\) is the value of \(l\) that the channel reaches as \(D\to0\). The result holds up to \(D_c=0.6393\) atomic units, or \(0.3383\ e\,\text{Å}\), where the lowest \(A\) equals \(-1/4\). At \(D_c\) the ground energy is still finite, \(-2Z^2\). For any larger moment the energy has no lower bound. The core is infinitely heavy and does not rotate, and spin and relativity are left out.

The minus sign of the dipole term means that the electron is attracted to the side \(\theta=0\). Reversing \(D\) is the reflection \(z\to-z\) and changes no level, so take \(D\ge0\). Write \(\psi=u(r)\Phi(\theta,\varphi)/r\). Since \(\nabla^2\psi=r^{-1}\partial_r^2(r\psi)-L^2\psi/r^2\), the dipole joins \(L^2\) in a single angular operator:

\[
\Lambda\Phi=A\Phi,\qquad
-\tfrac12u''+\frac{A}{2r^2}u-\frac Zr u=Eu .
\]

The separation works because the dipole potential has the same power of \(r\) as the centrifugal term.

The operator \(\Lambda\) conserves \(m\), and \(\pm m\) give equal eigenvalues. Let \(m\ge0\) below. The Legendre recurrence \((2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m\), with normalised functions, becomes

\[
\cos\theta\,Y_{lm}=c_{l+1}Y_{l+1,m}+c_lY_{l-1,m},\qquad
c_l^2=\frac{l^2-m^2}{(2l-1)(2l+1)} .
\]

For \(\Phi=\sum_l a_lY_{lm}\) the eigenvalue equation is therefore tridiagonal:

\[
[l(l+1)-A]a_l-2D(c_la_{l-1}+c_{l+1}a_{l+1})=0 .
\]

For \(D>0\) the coefficient \(a_m\) fixes all later ones. Each eigenvalue at given \(m\) is thus simple, eigenvalues of \(\Lambda\) with equal \(m\) do not cross as \(D\) varies, and \(j\) remains a valid label.

For a weak dipole the first-order change vanishes, because \(\cos\theta\) has no diagonal element. The neighbours of \(j\) lie at distances \(2j\) below and \(2(j+1)\) above, so second-order perturbation theory for \(j\ge1\) gives

\[
\begin{aligned}
\delta A&=4D^2\left[\frac{c_j^2}{2j}-\frac{c_{j+1}^2}{2(j+1)}\right]\\
&=2D^2\frac{(j^2-m^2)(j+1)(2j+3)-[(j+1)^2-m^2]j(2j-1)}{j(j+1)(2j-1)(2j+1)(2j+3)}\\
&=2D^2\frac{j(j+1)-3m^2}{j(j+1)(2j-1)(2j+3)} .
\end{aligned}
\]

In the last step the numerator is \((2j+1)[j(j+1)-3m^2]\). Since \(dA/d\lambda=2j+1\) at \(\lambda=j\), the quantum defect is \(\mu\approx-\delta A/(2j+1)\). For \(j=0\) there is no lower neighbour and \(c_1^2=1/3\), so \(\delta A=-2D^2/3\) and \(\mu\approx2D^2/3\).

For the radial equation take \(\lambda=-\frac12+\sqrt{A+\frac14}\). Near the origin \(u\sim r^\sigma\) requires \(\sigma(\sigma-1)=A\), hence \(\sigma=\lambda+1\) or \(\sigma=-\lambda\). When \(-1/4<A<3/4\) both solutions are square integrable, and normalisation alone does not choose between them. The radial kinetic energy contains \(\int(u'-u/r)^2dr\), whose integrand is \((\sigma-1)^2r^{2\sigma-2}\). It converges at the origin for \(\sigma=\lambda+1\) and diverges for \(\sigma=-\lambda\), so finite kinetic energy selects the first. A small hard wall at \(r_0\) makes the same choice: it imposes \(u\propto r^{\lambda+1}-r_0^{2\lambda+1}r^{-\lambda}\), and the second term disappears as \(r_0\to0\). At \(A=-1/4\) the solutions are \(\sqrt r\) and \(\sqrt r\ln r\), and the wall limit selects \(\sqrt r\), though the admixture \(\sqrt r\ln r/\ln r_0\) now fades only logarithmically.

Now set \(E=-\kappa^2/2\) and \(u=r^{\lambda+1}e^{-\kappa r}w\). The terms in \(r^{-2}\) cancel, leaving

\[
rw''+2(\lambda+1-\kappa r)w'+2[Z-\kappa(\lambda+1)]w=0 .
\]

With \(w=\sum_i b_ir^i\), the coefficient of \(r^i\) gives

\[
b_{i+1}=\frac{2[\kappa(i+\lambda+1)-Z]}{(i+1)(i+2\lambda+2)}\,b_i .
\]

An endless series has \(b_{i+1}/b_i\to2\kappa/i\) and grows like \(e^{2\kappa r}\), which defeats the decaying factor. A bound state must stop at some \(i=k\), so \(\kappa=Z/(k+\lambda+1)\). Setting \(n=k+j+1\) gives the stated energies. The quantum defect does not depend on \(n\), because the dipole changes only the constant \(A\) in the radial equation.

The formula needs a real \(\lambda\), hence \(A\ge-1/4\). The lowest eigenvalue is \(A_{00}\), since a nonzero \(m\) only adds the positive term \(m^2/\sin^2\theta\) to the operator in \(\theta\). For \(D>0\) it is negative: the constant function gives zero expectation and is not an eigenfunction. Since \(A_{00}=\langle L^2\rangle-2D\langle\cos\theta\rangle\) and \(\langle L^2\rangle\ge0\), it follows that \(\langle\cos\theta\rangle>0\). Then

\[
\frac{dA_{00}}{dD}=-2\langle\cos\theta\rangle<0 .
\]

A fixed trial function concentrated near \(\theta=0\) shows that \(A_{00}\) falls without limit as \(D\) grows, so it crosses \(-1/4\) once.

At the crossing \(\Lambda+\frac14\) has a zero eigenvalue. Its diagonal elements are \((l+\frac12)^2\). Two partial waves give \(\frac14\cdot\frac94-\frac43D^2=0\), or \(D=\sqrt{27}/8=0.6495\). With three,

\[
\frac14\left(\frac94\cdot\frac{25}4-\frac{16D^2}{15}\right)-\frac{4D^2}{3}\cdot\frac{25}{4}=0,
\]

so \(D^2=(225/64)/(43/5)\) and \(D=0.6394\). For more waves put \(a_l=b_l/(l+\frac12)\). The condition becomes a symmetric matrix eigenvalue problem with eigenvalue \(1/(2D)\), and numerical diagonalisation with 25 waves gives \(D_c=0.639315\).

Just below this value, \(A_{00}+\frac14\approx2\langle\cos\theta\rangle_c(D_c-D)\), with \(\langle\cos\theta\rangle_c=0.3617\) from the critical eigenvector. Hence

\[
\lambda+\tfrac12\approx x=\sqrt{2\langle\cos\theta\rangle_c(D_c-D)},\qquad
E_0=-\frac{Z^2}{2(\frac12+x)^2}\approx-2Z^2(1-4x).
\]

The ground energy reaches \(-2Z^2\), which is \(-54.42\) eV for \(Z=1\), with infinite slope but without diverging. This value belongs to the point limit and is approached very slowly by a finite core: at \(D_c\) a hard wall at \(10^{-6}\) Å still gives only \(-39.5\) eV.

That the whole Hamiltonian is stable up to this point follows from a square. Let \(a=(\lambda+1)/r-Z/(\lambda+1)\), and let \(u\) vanish near the origin and at large \(r\). Integrating the cross term by parts gives

\[
\begin{aligned}
0&\le\int|u'-au|^2dr=\int\left[|u'|^2+(a^2+a')|u|^2\right]dr\\
&=\int\left[|u'|^2+\frac{\lambda(\lambda+1)}{r^2}|u|^2-\frac{2Z}{r}|u|^2+\frac{Z^2}{(\lambda+1)^2}|u|^2\right]dr .
\end{aligned}
\]

Half of this inequality says that the energy is at least \(-Z^2/[2(\lambda+1)^2]\) in each channel. Limits of such functions obey the same bound, and the smallest \(\lambda\) bounds the sum over channels.

Above \(D_c\) write \(A_{00}=-\frac14-s^2\) with \(s>0\). Choose \(0<q<s\) and the trial function \(u=\sqrt r\sin(q\ln r)\) for \(1<r<e^{\pi/q}\), zero elsewhere. Differentiation gives \(-u''=(q^2+\frac14)u/r^2\) inside the interval. Since \(u\) vanishes at both ends,

\[
\frac12\int\left(u'^2+\frac{A_{00}}{r^2}u^2\right)dr
=\frac{q^2-s^2}{2}\int\frac{u^2}{r^2}dr<0 .
\]

The shrunken function \(\eta^{-1/2}u(r/\eta)\) has the same norm. Its kinetic-plus-dipole energy is multiplied by \(\eta^{-2}\), and the Coulomb energy, also negative, by \(\eta^{-1}\). As \(\eta\to0\) the total tends to \(-\infty\). The charge plays no part in the threshold. For \(Z=0\) the same square, without its Coulomb terms, shows that a fixed point dipole binds no electron below \(D_c\).

A core of finite size stops the fall. With a hard wall at \(r_0\), consider levels so deep that \(Z/r\) is negligible. The decaying solution is \(u=\sqrt r\,K_{is}(\kappa r)\), where \(K\) is the modified Bessel function, and for small argument

\[
K_{is}(z)\approx|\Gamma(is)|\sin\left[\arg\Gamma(1+is)-s\ln\frac z2\right].
\]

The condition \(u(r_0)=0\) then gives, for \(\kappa_kr_0\ll1\) and with the levels now numbered \(k=1,2,\dots\) from the deepest and \(\arg\Gamma(1+is)\) continued from \(0\) at \(s=0\),

\[
\kappa_k\approx\frac2{r_0}\exp\frac{\arg\Gamma(1+is)-k\pi}{s},\qquad
\frac{E_k}{E_{k+1}}\approx e^{2\pi/s}.
\]

The energies scale as \(r_0^{-2}\): the size of the core, which the point model omits, now sets them.

As a subcritical example take model parameters \(Z=1\) and a dipole of \(0.25\ e\,\text{Å}\), so \(D=0.4724\). Diagonalising the tridiagonal matrix gives \(A_{00}=-0.14153\). Then \(\lambda=-0.5+\sqrt{0.10847}=-0.17065\) and \(\mu=0.17065\). The two lowest levels of this channel are

\[
-\frac{13.6057}{(1-0.17065)^2}=-19.781\ \text{eV},\qquad
-\frac{13.6057}{(2-0.17065)^2}=-4.066\ \text{eV},
\]

against \(-13.606\) and \(-3.401\) eV without the dipole. The other low channels have much smaller defects:

| \(j,\lvert m\rvert\) | \(\mu\) | weak-dipole \(\mu\) |
|---|---:|---:|
| 0, 0 | 0.1707 | 0.1488 |
| 1, 0 | −0.0270 | −0.0298 |
| 1, 1 | 0.0149 | 0.0149 |
| 2, 0 | −0.0043 | −0.0043 |
| 2, 1 | −0.0021 | −0.0021 |
| 2, 2 | 0.0042 | 0.0043 |

The second-order formula is 13% too small for \(j=0\), relative to the diagonalised value. The signs for \(j=1\) follow from the two terms of \(\delta A\). For \(m=0\), repulsion from the \(l=0\) wave below contributes \(+\frac23D^2\) and the \(l=2\) wave above contributes \(-\frac4{15}D^2\). The level rises, to \(-3.311\) eV at \(n=2\). For \(|m|=1\) there is no \(l=0\) partner, and the level falls to \(-3.453\) eV.

The two regimes separate clearly when a wall is shrunk. The table gives the lowest \(j=0\) level for this dipole and for one of \(1.00\ e\,\text{Å}\), found from finite differences on a grid in \(\ln r\).

| \(r_0\) (Å) | \(0.25\ e\,\text{Å}\) (eV) | \(1.00\ e\,\text{Å}\) (eV) |
|---:|---:|---:|
| \(10^{-2}\) | −16.222 | \(-5.906\times10^2\) |
| \(10^{-4}\) | −19.565 | \(-3.934\times10^6\) |
| \(10^{-6}\) | −19.770 | \(-3.915\times10^{10}\) |

In the subcritical column the distance from \(-19.781\) eV falls from 0.216 to 0.0106 eV in the last step, a factor of about 20.5. The admixture \(r_0^{2\lambda+1}\) found above predicts \(100^{0.6587}=20.8\). In the other column the last step multiplies the energy by 9952, close to \(100^2\). The first step gives less because, with lengths measured in \(r_0\), the Coulomb term has strength \(Zr_0\) and fades only as the wall shrinks. Here \(A_{00}=-1.5650\) and \(s=1.1467\), so \(e^{2\pi/s}=239.7\). On the same kind of grid with \(r_0=10^{-8}\) Å, the second and third levels have the energy ratio 239.6. Such energies show how the nonrelativistic model fails; they are not predictions for an atom or molecule. The subcritical column is a limit of the model too: for \(D=0.4724\) the dipole term exceeds the electron rest energy inside about \(0.003\) Å, and a wall at \(0.01\) Å already raises the \(j=0\) level by 3.6 eV.

The quantum defects also need care below \(D_c\), because the dipole of a charged core depends on the origin. A bare charge displaced by \(d=D/Z\) along \(z\) has, for \(r>d\),

\[
-\frac{Z}{|\mathbf r-d\hat{\mathbf z}|}=-\frac Zr-\frac{D\cos\theta}{r^2}-\frac{D^2}{Z}\frac{P_2(\cos\theta)}{r^3}-\cdots,
\]

yet its spectrum is purely Coulombic. For \(l\ge1\) the quadrupole term must therefore undo the dipole shift at order \(D^2\). From \(\langle\cos^2\theta\rangle=c_l^2+c_{l+1}^2\),

\[
\langle P_2\rangle=\frac{l(l+1)-3m^2}{(2l-1)(2l+3)} .
\]

Differentiating the energy with respect to \(\lambda\) at fixed \(k\) gives \(\frac12(2l+1)\langle r^{-2}\rangle=Z^2/n^3\). The mean radial force vanishes for \(l\ge1\), so \(l(l+1)\langle r^{-3}\rangle=Z\langle r^{-2}\rangle\). States of equal \(n\) and \(m\) are degenerate without the dipole, and \(P_2\) also joins \(l\) to \(l'=l+2\), so these elements must be checked. Let \(u,v\) be the two radial functions, with \(A=l(l+1)\), \(B=l'(l'+1)\), and let \(\langle\cdot\rangle_{uv}\) denote the integral with \(uv\). Since \((uv'-vu')'=(B-A)uv/r^2\), integration gives \(\langle r^{-2}\rangle_{uv}=0\). Integrating \((u'v')'=u''v'+u'v''\) with the radial equations, and then by parts, gives

\[
\left[A+B-\tfrac12(B-A)^2\right]\langle r^{-3}\rangle_{uv}=2Z\langle r^{-2}\rangle_{uv}=0 .
\]

The bracket equals \(-6(l+1)(l+2)\), so \(\langle r^{-3}\rangle_{uv}=0\) and the quadrupole does not mix the degenerate states. Its first-order shift is therefore the diagonal element

\[
-\frac{D^2}{Z}\langle P_2\rangle\langle r^{-3}\rangle
=-\frac{2D^2Z^2[l(l+1)-3m^2]}{n^3l(l+1)(2l-1)(2l+1)(2l+3)},
\]

which is the negative of the dipole shift \(-Z^2\mu/n^3\). For the example, moving the origin by \(0.25\) Å removes the dipole altogether. The tabulated defects thus belong to a core whose higher multipoles vanish about the chosen origin. For a real polar ion, those multipoles and the short-range structure must be included with the dipole.

Numbers in the example were calculated in double precision.
